# Half of a Gaussian's self-exchange: where range separation puts it: a numerical check

```python
"""
Long-range self-exchange of a normalized Gaussian charge (Hartree atomic units).

Density      rho(r) = (alpha/pi)^(3/2) exp(-alpha r^2), one electron, one orbital
Exchange     E_x = -J/2, J = double integral of rho rho' / u, u = |r - r'|
Long range   1/u is replaced by erf(omega u)/u, which gives J_LR(omega)
Result       J_LR = (2/sqrt(pi)) omega sqrt(alpha/(alpha + 2 omega^2))
             J_LR = J/2 at omega_half = sqrt(alpha/6) = 1/(2 r_rms)
Example      hydrogen atom in its best single-Gaussian orbital exp(-a r^2),
             alpha = 2a, compared with the exact 1s density.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar
from scipy.special import erf
from pyscf import gto

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
BOHR_ANGSTROM = physical_constants["Bohr radius"][0] * 1e10
NODES, WEIGHTS = np.polynomial.legendre.leggauss(400)


# ---------- closed forms under test ----------
def j_long_formula(omega, alpha):
    return 2 / np.sqrt(np.pi) * omega * np.sqrt(alpha / (alpha + 2 * omega**2))


def j_full_formula(alpha):
    return np.sqrt(2 * alpha / np.pi)


def omega_half_formula(alpha):
    return np.sqrt(alpha / 6)


# ---------- two-particle quadrature from the definition ----------
def gaussian_radial(alpha):
    """Radial density 4 pi r^2 rho(r) and a safe outer radius."""
    norm = 4 * np.pi * (alpha / np.pi) ** 1.5
    return (lambda r: norm * r**2 * np.exp(-alpha * r**2)), 9 / np.sqrt(alpha)


def slater_radial():
    """Radial density of the exact hydrogen 1s state."""
    return (lambda r: 4 * r**2 * np.exp(-2 * r)), 25.0


def radial_grid(r_max):
    return 0.5 * r_max * (NODES + 1), 0.5 * r_max * WEIGHTS


def pair_energy(density, antiderivative):
    """Repulsion for a kernel g(u)/u; the angular average over directions is
    [G(r1+r2) - G(|r1-r2|)] / (2 r1 r2), with G the antiderivative of g."""
    radial, r_max = density
    r, w = radial_grid(r_max)
    r1, r2 = r[:, None], r[None, :]
    kernel = antiderivative(r1 + r2) - antiderivative(np.abs(r1 - r2))
    charge = w * radial(r) / r
    return 0.5 * charge @ kernel @ charge


def j_long_quadrature(density, omega):
    def antiderivative(s):
        gauss = np.exp(-(omega * s) ** 2) / (omega * np.sqrt(np.pi))
        return s * erf(omega * s) + gauss
    return pair_energy(density, antiderivative)


def j_beyond_quadrature(density, distance):
    """Part of J that comes from pairs with u > distance."""
    return pair_energy(density, lambda s: np.maximum(s - distance, 0.0))


def j_full_quadrature(density):
    """Full Coulomb: twice the region r2 < r1, where the average is 1/r1."""
    radial, r_max = density
    r, w = radial_grid(r_max)
    t, wt = radial_grid(1.0)
    inner = radial(r[:, None] * t[None, :]) @ wt
    return 2 * np.sum(w * radial(r) * inner)


def omega_half_search(density):
    target = 0.5 * j_full_quadrature(density)
    return brentq(lambda om: j_long_quadrature(density, om) - target,
                  0.01, 3.0, xtol=1e-12)


def rms_radius(density):
    radial, r_max = density
    r, w = radial_grid(r_max)
    return np.sqrt(np.sum(w * radial(r) * r**2))


# ---------- analytic integral library as a second road ----------
def one_gaussian_atom(a):
    return gto.M(atom="H 0 0 0", basis={"H": [[0, [a, 1.0]]]},
                 spin=1, verbose=0)


def energy_library(a):
    mol = one_gaussian_atom(a)
    return (mol.intor("int1e_kin") + mol.intor("int1e_nuc"))[0, 0]


def j_library(a, omega=None):
    mol = one_gaussian_atom(a)
    if omega is None:
        return mol.intor("int2e").ravel()[0]
    with mol.with_range_coulomb(omega):
        return mol.intor("int2e").ravel()[0]


# ---------- tests of the closed forms for several widths ----------
largest_error = 0.0
for alpha_test in (0.3, 1.0, 2.7):
    density = gaussian_radial(alpha_test)
    full = j_full_quadrature(density)
    assert abs(full - j_full_formula(alpha_test)) < 1e-9
    assert abs(full - j_library(alpha_test / 2)) < 1e-9
    for omega in (0.1, 0.4, 1.1):
        closed = j_long_formula(omega, alpha_test)
        error = abs(j_long_quadrature(density, omega) - closed)
        largest_error = max(largest_error, error)
        assert error < 1e-9
        assert abs(j_library(alpha_test / 2, omega) - closed) < 1e-9
    root = omega_half_search(density)
    assert abs(root - omega_half_formula(alpha_test)) < 1e-8
    assert abs(root * rms_radius(density) - 0.5) < 1e-8

# ---------- hydrogen in its best single-Gaussian orbital ----------
search = minimize_scalar(energy_library, bounds=(0.1, 0.6), method="bounded",
                         options={"xatol": 1e-9})
a_best = 8 / (9 * np.pi)
assert abs(search.x - a_best) < 1e-5   # a flat minimum limits the accuracy
for a in (0.2, a_best, 0.5):
    assert abs(energy_library(a) - 1.5 * a + 2 * np.sqrt(2 * a / np.pi)) < 1e-9
alpha = 2 * a_best
beta = alpha / 2
hydrogen = gaussian_radial(alpha)
j_full = j_full_formula(alpha)
omega_half = omega_half_formula(alpha)
j_half = j_long_formula(omega_half, alpha)
r_rms = rms_radius(hydrogen)
assert abs(j_long_quadrature(hydrogen, omega_half) / j_full - 0.5) < 1e-9

# limits: constant kernel at small omega, contact kernel at large omega
omega_small, omega_large = 0.01, 20.0
small_ratio = (j_long_quadrature(hydrogen, omega_small)
               / (2 * omega_small / np.sqrt(np.pi)))
assert abs(small_ratio - 1) < 1e-3     # next term is of order omega^2/alpha
r, w = radial_grid(hydrogen[1])
rho_squared = np.sum(w * hydrogen[0](r) ** 2 / (4 * np.pi * r**2))
short_range = j_library(a_best) - j_library(a_best, omega_large)
large_ratio = short_range / (np.pi / omega_large**2 * rho_squared)
assert abs(large_ratio - 1) < 2e-3     # next term is of order alpha/omega^2

# share of J from distant pairs; the kinked kernel limits the quadrature
share_beyond = j_beyond_quadrature(hydrogen, 1 / omega_half) / j_full
assert abs(share_beyond - np.exp(-3)) < 3e-4
r_median = np.sqrt(np.log(2) / beta)
share_median = j_beyond_quadrature(hydrogen, r_median) / j_full
assert abs(share_median - 0.5) < 3e-4

# ---------- exact 1s density ----------
slater = slater_radial()
j_1s = j_full_quadrature(slater)
assert abs(j_1s - 5 / 8) < 1e-9
omega_half_1s = omega_half_search(slater)
momentum_integral = quad(
    lambda k: np.exp(-k**2 / (4 * omega_half_1s**2)) / (1 + k**2 / 4) ** 4,
    0, 20, epsabs=1e-12, limit=200)[0]
assert abs(2 / np.pi * momentum_integral - j_1s / 2) < 1e-8
r_rms_1s = rms_radius(slater)
estimate_1s = 1 / (2 * r_rms_1s)
assert estimate_1s < omega_half < omega_half_1s
fraction_1s = j_long_quadrature(slater, omega_half) / j_1s

# ---------- output ----------
print("Hydrogen atom, best single-Gaussian orbital")
print(f"orbital exponent a            = {a_best:.6f} bohr^-2")
print(f"a from numerical minimization = {search.x:.6f} bohr^-2")
print(f"density exponent alpha        = {alpha:.6f} bohr^-2")
print(f"total energy                  = {energy_library(a_best):.6f} hartree")
print(f"rms radius                    = {r_rms:.6f} bohr")
print(f"self-repulsion J              = {j_full:.6f} hartree")
print(f"exchange energy E_x           = {-j_full / 2:.6f} hartree")
print(f"exchange energy E_x           = {-j_full / 2 * HARTREE_EV:.4f} eV")
print(f"omega_half, closed form       = {omega_half:.6f} bohr^-1")
print(f"omega_half, root search       = {omega_half_search(hydrogen):.6f} bohr^-1")
print(f"omega_half                    = {omega_half / BOHR_ANGSTROM:.4f} angstrom^-1")
print(f"J_LR at omega_half            = {j_half:.6f} hartree")
print(f"E_x long range at omega_half  = {-j_half / 2:.6f} hartree")
print("omega (bohr^-1), E_x long range (hartree), fraction, fraction by quadrature")
for omega in (0.1, 0.2, 0.4, 0.8, 1.6):
    closed = j_long_formula(omega, alpha)
    numeric = j_long_quadrature(hydrogen, omega)
    assert abs(closed - numeric) < 1e-9
    print(f"  {omega:.1f}  {-closed / 2:.6f}  {closed / j_full:.6f}"
          f"  {numeric / j_full:.6f}")
print("Pair separations at omega_half")
print(f"1/omega_half                  = {1 / omega_half:.4f} bohr")
print(f"share of J from u>1/omega_half= {share_beyond:.4f} (quadrature)")
print(f"exp(-3)                       = {np.exp(-3):.4f}")
print(f"separation that halves J      = {r_median:.4f} bohr")
print(f"share of J beyond it          = {share_median:.4f} (quadrature)")
print("Limits (ratio of computed value to limiting law)")
print(f"J_LR at omega = {omega_small} bohr^-1    : {small_ratio:.6f}")
print(f"J - J_LR at omega = {omega_large} bohr^-1: {large_ratio:.6f}")
print("Exact hydrogen 1s density")
print(f"self-repulsion J              = {j_1s:.6f} hartree")
print(f"exchange energy E_x           = {-j_1s / 2:.6f} hartree")
print(f"rms radius                    = {r_rms_1s:.6f} bohr")
print(f"omega_half, root search       = {omega_half_1s:.6f} bohr^-1")
print(f"estimate 1/(2 r_rms)          = {estimate_1s:.6f} bohr^-1")
print(f"estimate / root               = {estimate_1s / omega_half_1s:.4f}")
print(f"Gaussian omega_half / root    = {omega_half / omega_half_1s:.4f}")
print(f"1s fraction at Gaussian omega_half = {fraction_1s:.4f}")
print(f"largest closed-form error in J_LR  = {largest_error:.1e} hartree")
print("ALL CHECKS PASSED")
```

Printed output:

```
Hydrogen atom, best single-Gaussian orbital
orbital exponent a            = 0.282942 bohr^-2
a from numerical minimization = 0.282942 bohr^-2
density exponent alpha        = 0.565884 bohr^-2
total energy                  = -0.424413 hartree
rms radius                    = 1.628103 bohr
self-repulsion J              = 0.600211 hartree
exchange energy E_x           = -0.300105 hartree
exchange energy E_x           = -8.1663 eV
omega_half, closed form       = 0.307106 bohr^-1
omega_half, root search       = 0.307106 bohr^-1
omega_half                    = 0.5803 angstrom^-1
J_LR at omega_half            = 0.300105 hartree
E_x long range at omega_half  = -0.150053 hartree
omega (bohr^-1), E_x long range (hartree), fraction, fraction by quadrature
  0.1  -0.055448  0.184760  0.184760
  0.2  -0.105619  0.351939  0.351939
  0.4  -0.180368  0.601017  0.601017
  0.8  -0.249906  0.832727  0.832727
  1.6  -0.284780  0.948934  0.948934
Pair separations at omega_half
1/omega_half                  = 3.2562 bohr
share of J from u>1/omega_half= 0.0498 (quadrature)
exp(-3)                       = 0.0498
separation that halves J      = 1.5652 bohr
share of J beyond it          = 0.5000 (quadrature)
Limits (ratio of computed value to limiting law)
J_LR at omega = 0.01 bohr^-1    : 0.999823
J - J_LR at omega = 20.0 bohr^-1: 0.999470
Exact hydrogen 1s density
self-repulsion J              = 0.625000 hartree
exchange energy E_x           = -0.312500 hartree
rms radius                    = 1.732051 bohr
omega_half, root search       = 0.328865 bohr^-1
estimate 1/(2 r_rms)          = 0.288675 bohr^-1
estimate / root               = 0.8778
Gaussian omega_half / root    = 0.9338
1s fraction at Gaussian omega_half = 0.4756
largest closed-form error in J_LR  = 4.4e-14 hartree
ALL CHECKS PASSED
```
